Elongation of Coherently Strained Islands Beyond a Critical Area, part 2

Which rectangle has the lowest energy for a coherent strained island of fixed height h and volume? Its half-height sides are s and t, its area A = st is fixed, and its side facets have projected width w. The edge energy per length is β, and κ = σ²h²(1 − ν²)/(2πY) measures elastic relaxation, with misfit stress σ, Young modulus Y and Poisson ratio ν. Up to terms fixed by the volume,

E = 2β(s + t) − κJ.   (13)

For s, t ≫ w and D = √(s² + t²), the line formula is

J/4 = t ln[2st/(w(t + D))] + s ln[2st/(w(s + D))]
 − (s + t)/2 + 2D + (2/3)(√2 − asinh 1)w.   (12)

A surface force f cos kx gives a displacement of amplitude

a₁ = (1 − ν)f/(μk) = 2(1 − ν²)f/(Yk),   (4)

with shear modulus μ. With h_k the Fourier transform of the height profile, the relaxation energy is

E_el = −[σ²(1 − ν²)/Y] ∫ d²k/(2π)² k|h_k|².   (5)

A long strip of length L and width b has

E/(Lb) = (1/b){2β − 4κ[ln(b/w) + 3/2]},   (10)

and prefers the width

b_∞ = w exp(β/2κ − 1/2).   (11)

Let a = √A, s = aS, t = aT, S = e^η, T = e^(−η) and m = D/a = √(2 cosh 2η). The aspect ratio is e^(2η), and η = 0 is the square. Apart from a constant corner term,

J/(4a) = 2 cosh η ln(2a/w) − cosh η − q(η),

q(η) = S ln(S + m) + T ln(T + m) − 2m.   (14)

Up to a constant,

E/(4aκ) = q(η) − Λ cosh η,   (15)

Λ = 2 ln(2a/w) − 1 − β/κ.   (16)

The example has h = 1 nm, w = 4 nm, misfit 0.03, Y = 100 GPa, ν = 0.25, β = 0.768 eV/nm, κ = 0.149 eV/nm, β/2κ = 2.578 and b_∞ = 32 nm.

### The slope of q

Differentiate (14) with S′ = S, T′ = −T and m′ = (S² − T²)/m:

q′ = S ln(S + m) − T ln(T + m) + X,

X = S(S + m′)/(S + m) + T(m′ − T)/(T + m) − 2m′.

The terms in m′ have the coefficient

S/(S + m) + T/(T + m) − 2 = −m/(S + m) − m/(T + m).

Multiplication by m′ turns each m into S² − T². Hence

X = [S² − (S² − T²)]/(S + m) + [−T² − (S² − T²)]/(T + m)
= T²/(S + m) − S²/(T + m).

Since T² = (m − S)(m + S) and S² = (m − T)(m + T), this is

X = (m − S) − (m − T) = T − S = −2 sinh η.

Next define

A₊ = asinh(e^(2η)), A₋ = asinh(e^(−2η)).

Because S/T = e^(2η), A₊ = ln[(S + m)/T], so ln(S + m) = A₊ − η. In the same way ln(T + m) = A₋ + η. The slope becomes

q′ = e^η A₊ − e^(−η) A₋ − 2η cosh η − 2 sinh η.   (17)

It vanishes at η = 0, as symmetry requires.

### Loss of stability of the square

The second derivative of (15) at the square is q″(0) − Λ. To find q″(0), note that

A₊′ = 2S²/√(1 + S⁴) = 2S/m,

since √(1 + S⁴) = Sm when ST = 1. Likewise A₋′ = −2T/m. At η = 0 we have m = √2 and A₊ = A₋ = ln(1 + √2). Differentiating (17), the two asinh functions contribute 2 ln(1 + √2), their derivatives contribute 2√2, and the last two terms contribute −2 each:

Λ_c = q″(0) = 2 ln(1 + √2) + 2√2 − 4 = 0.591.   (18)

The square is a local minimum for Λ < Λ_c and a local maximum for Λ > Λ_c. Setting Λ = Λ_c in (16),

ln(2a_c/w) = 1/2 + β/2κ + ln(1 + √2) + √2 − 2,

a_c = (w/2)(1 + √2) exp(√2 − 3/2 + β/2κ),   (19)

and A_c = a_c². Numerically a_c = 1.108 w exp(β/2κ). For the example,

a_c = 1.108 × 4 nm × e^2.578 = 58 nm,

and A_c = 3.4 × 10³ nm².

Two cases show what (19) means and where it applies. If κ → 0, the exponent and a_c diverge, and edge energy alone keeps the island square at every size. If β/2κ is not large enough to make a_c ≫ w, then (19) predicts an instability at a size where (12) is no longer justified. In the example a_c/w = 14.6.

### Is an elongated state waiting elsewhere?

Local instability at A_c does not exclude a lower, elongated minimum that appears earlier. For that the whole curve is needed. The derivative of (15) is

q′ − Λ sinh η = sinh η [Φ(η) − Λ],  Φ(η) = q′/sinh η.   (20)

At η → 0, Φ → Λ_c. If Φ increases throughout η > 0, no elongated stationary state exists at or below A_c, and at most one exists above it.

To prove the increase, write A₊ = M + N and A₋ = M − N. Then e^η A₊ − e^(−η) A₋ = 2M sinh η + 2N cosh η, and

Φ = 2M + 2(N − η) coth η − 2.

The derivatives of A₊ and A₋ give

M′ = 2 sinh η/m,  N′ = 2 cosh η/m = r,

r² = 4 cosh²η/(2 cosh 2η) = 1 + sech 2η,

so r > 1. Now let F = ½Φ′ sinh²η. Differentiating Φ and multiplying by the hyperbolic factor,

F = 2 sinh³η/m + (r − 1) sinh η cosh η − (N − η).

Since N(0) = 0, F(0) = 0. For its derivative I need m′ = 4 sinh η cosh η/m and m² = 4 cosh²η − 2 = 4 sinh²η + 2. They give

r′ = 2 sinh η/m − 8 sinh η cosh²η/m³ = −4 sinh η/m³.

The first term of F and the part containing r′ together contribute

(sinh²η cosh η/m³)(6m² − 8 sinh²η − 4).

Because 8 sinh²η + 4 = 2m², this equals 4 sinh²η cosh η/m = 2r sinh²η. The remaining parts are (r − 1) cosh 2η − (r − 1) = 2(r − 1) sinh²η. Therefore

F′ = 2(2r − 1) sinh²η > 0,   (21)

and integration gives

Φ′(η) = (4/sinh²η) ∫₀^η (2r(x) − 1) sinh²x dx > 0.   (22)

For large η, A₊ → 2η + ln 2 and A₋ → 0, so (17) gives

Φ → 2(2η + ln 2) − 2η − 2 = 2(η + ln 2 − 1),   (23)

which has no upper bound. Thus every Λ > Λ_c meets the curve Φ once. By (20) the energy falls before the meeting point and rises after it, so the meeting point is the minimum. For Λ ≤ Λ_c the energy rises from η = 0 onwards. Within rectangles, and within this energy, the square is the unique minimum up to A_c and an elongated island is the unique minimum above it, apart from exchange of the two in-plane directions.

Since Λ − Λ_c = 2 ln(a/a_c), the elongated branch obeys

ln(A/A_c) = Φ(η) − Λ_c.   (24)

After division by A_c, the aspect ratio no longer depends on any material parameter.

### Close to the threshold

At small η, r → √2 and sinh x → x. Equation (22) then gives Φ′ = (4/3)(2√2 − 1)η, and after integration

Φ − Λ_c = cη²,  c = (2/3)(2√2 − 1).

With δ = ln(A/A_c), the equilibrium elongation is η² = δ/c. It grows continuously from zero, with a square-root law. The slope of E/(4aκ) is η(cη² − δ) to this order, so the energy relative to the square is

4aκ(cη⁴/4 − δη²/2) = −aκδ²/c.

For A = 1.1A_c, δ = 0.095 and c = 1.22, so η = 0.28 and the aspect ratio is e^0.56 = 1.75. Direct minimization of the full energy gives 1.76. The energy gained is only 0.07 eV, or about 0.065 eV if the segment interactions are averaged exactly over the facet width. Among rectangles, this is also the barrier at the square between the two equivalent orientations. At 600 K the thermal energy is already 0.05 eV, so the shape can fluctuate not only around one minimum but also through the square into the other orientation. Equation (24) locates the energy minimum, not the whole distribution of shapes.

### Far above the threshold

Insert (23) into Λ = Φ, using (16):

2 ln(2a/w) − 1 − β/κ = 2η + 2 ln 2 − 2.

Cancelling 2 ln 2 and dividing by two,

ln(a e^(−η)/w) = β/2κ − 1/2.

The short side t = a e^(−η) therefore tends to b_∞, the preferred width of the strip in (11). In this limit additional material lengthens the island and leaves its width unchanged.

The approach is from above. On the elongated branch (16) gives ln t = Φ/2 − η + constant. The width falls with elongation if Φ′/2 < 1, that is, if F < sinh²η. Both sides vanish at η = 0, so it is enough to compare derivatives:

2(2r − 1) sinh²η < 2 sinh η cosh η.

With τ = tanh η this reads (2r − 1)τ < 1, or 2r < (1 + τ)/τ. Since sech 2η = (1 − τ²)/(1 + τ²), we have r² = 2/(1 + τ²). Squaring the positive sides leaves

(1 + τ)²(1 + τ²) − 8τ² = (1 − τ)²(τ² + 4τ + 1) > 0,

which holds for 0 < τ < 1. The island thus becomes narrower as its area grows beyond A_c. From (11) and (19), the total narrowing is

a_c/b_∞ = [(1 + √2)/2] exp(√2 − 1) = 1.83,

independent of material. In the example the width falls from 58 nm towards 32 nm. At 4A_c it is 34 nm and the length is 403 nm. At 10A_c the width is 33 nm and the length is 1.04 μm.

### The energy balance at twice the critical area

At A = 2A_c a square would have edge energy 253.8 eV and relaxation energy −370.3 eV. Its relaxation energy already exceeds its edge energy in magnitude, but its shape is not the best use of the area. The equilibrium rectangle measures 36.5 nm by 186.7 nm. Its edge energy is higher by

2β(36.5 + 186.7) nm − 253.8 eV = 89.3 eV.

Its relaxation energy is lower by 94.9 eV, and the difference is a net gain of 5.6 eV. These digits belong to the line formula (12). Exact averaging over the facet width moves the rectangle to 36.65 nm by 186.0 nm and the gain to 5.5 eV. Elongation is decided by a small remainder of two large and opposite changes. This also explains why the edge cost alone, or the elastic gain alone, gives a poor idea of how strongly the shape is preferred.

### The threshold without the line formula

The numerical output also contains a test of the threshold from the Fourier energy (5) of an island with finite facets, for a = 12w. It gives Λ_c = 0.601, against 0.591 from (18). At η = 0.5 the same approach gives Φ = 0.887, against 0.876 from (20).

Part of the first difference can be traced. The curvature was obtained from a finite elongation of 0.15. The expansion of q′ = Φ sinh η gives q⁗(0) = Λ_c + 6c = 7.905, while the coefficient of cosh η in J/(4a) is 2 ln 24 − 1 = 5.356. The fourth derivative of J/(4a) is thus −2.55, and the finite step raises the inferred Λ_c by 2.55 × 0.15²/12 = 0.005. The remainder is comparable with (w/a)² = 0.007, the relative order of terms omitted from (12). Averaging the segment interactions exactly over the facet levels shows that this is its main origin: the finite facet width raises Λ_c by 0.69(w/a)², which is 0.005 at a = 12w. A shift of 0.01 in Λ_c changes a_c by half a per cent.

### How far the critical size can be trusted

The larger uncertainty is in the exponent. From (19), at fixed β and w, a small relative change in κ changes ln a_c by −β/2κ times that amount. In the example, a κ larger by 10 per cent would lower a_c by about a fifth. The facet slope is h/w = 1/4, and terms of higher order in the height have been neglected in the elastic energy. For a long strip, plane-strain elasticity with the true sloped surface shows that they weaken the relaxation: the bracket ln(b/w) + 3/2 in (10) is lowered by about 0.17, 0.14 and 0.11 at b = 24, 32 and 48 nm, which raises the preferred width by a fifth to a quarter. The correction depends on the width, so it is not a mere change of β or κ, and the material-independent relations (24) and a_c/b_∞ = 1.83 hold at leading order only. The value 58 nm is therefore the result of the leading-order model, not a prediction to two digits for an actual island.

The same exponent makes the critical size very sensitive to misfit. Since κ is proportional to the square of the misfit, β/2κ varies as its inverse square. Changing the misfit from 0.025 to 0.030 and then 0.035, with everything else fixed, changes a_c from 182 nm to 58 nm and then 29 nm. At fixed facet angle, β is proportional to h and κ to h², so β/2κ is proportional to 1/h: taller islands have a smaller exponent, although the prefactor w grows with h.

The derivation compares rectangles at fixed volume and fixed height. It does not show that a rectangle is lower in energy than an outline with other facets or rounded corners. If height can change, the volume constraint no longer fixes A, and in the example growing taller gains far more than growing longer. At fixed volume and facet angle, a square 10 per cent taller lies 28 eV below the flat square at 2A_c, where elongation gains 5.6 eV, and 18 eV below it at 1.1A_c, where elongation gains 0.07 eV. The transition described here therefore needs the height to be held fixed by something outside this energy, such as a barrier to starting new layers on the top. Dislocations would relieve misfit by another route and reduce σ. Strain-dependent surface energies would alter the edge forces, elastic anisotropy would make (4) depend on direction, and neighbouring islands would add their own elastic interactions. Finally, the energy minimum does not give the time needed to reach it: an island can remain compact above A_c if atoms cannot move between its edges during growth.

Computed results

```
Young modulus = 100 GPa, Poisson ratio = 0.25
misfit = 0.030, height = 1.0 nm, facet width = 4.0 nm
surface energies: facet 1.0, top 1.0 J/m^2
facet angle = 14.04 degrees
misfit stress = 4.000 GPa
edge energy beta = 0.7684 eV/nm
elastic line energy kappa = 0.1490 eV/nm
beta/(2 kappa) = 2.5783
Lambda_c = 0.59117
prefactor a_c/(w exp(beta/2kappa)) = 1.10787
critical side = 58.38 nm, critical area = 3409 nm^2
critical side / facet width = 14.60
limiting width = 31.96 nm, critical side/limit = 1.8266
Fourier test, facet width 1, side 12 (lengths in facet widths):
 J square: Fourier 309.722, formula 309.667
 J aspect 4: Fourier 363.511, formula 363.571
 Lambda_c: Fourier 0.6014, formula 0.5912
 Phi(0.5): Fourier 0.8865, formula 0.8760
A/A_c, aspect ratio, width (nm), length (nm), E - E_square (eV):
   0.5    1.000    41.28    41.28     0.0000
   0.9    1.000    55.39    55.39    -0.0000
   1.1    1.761    46.15    81.25    -0.0694
   1.5    3.352    39.06   130.92    -1.5634
   2.0    5.115    36.51   186.74    -5.5995
   4.0   11.887    33.87   402.59   -36.5934
  10.0   31.951    32.66  1043.61  -194.0603
A = 2 A_c, square: edge 253.770 eV, elastic -370.266 eV
A = 2 A_c, elongation: edge change +89.296 eV
A = 2 A_c, elongation: elastic change -94.895 eV
misfit 0.025: critical side = 181.55 nm
misfit 0.030: critical side = 58.38 nm
misfit 0.035: critical side = 29.46 nm
```
